# Acoustic Reflection from a Massless Spring Interface between Identical Media

Two half-spaces of the same elastic material face each other across the plane $x=0$. Their density is $\rho$, their longitudinal modulus $C$ and their sound speed $c=\sqrt{C/\rho}$. The bond between them is imperfect: a very thin, soft layer transmits force but can stretch. It is modelled as a massless spring of stiffness $K$ per unit area, in N/m³. A plane longitudinal wave arrives from the left at normal incidence. How much of it returns, how does this depend on frequency, and what does the echo tell about the bond?

The media are linear, lossless and isotropic. The displacement along $x$ is $u(x,t)$, and the stress is $\sigma=C\,\partial u/\partial x$, positive in tension. Harmonic waves carry the factor $e^{-i\omega t}$ with $\omega>0$; the opposite convention replaces every complex coefficient below by its conjugate.

### (a) Stress and velocity in a travelling wave

*Find the relation between stress and particle velocity for waves going right and left.*

**Solution.** A right-going wave is $u=f(t-x/c)$, so $\partial u/\partial x=-f'/c$, while $\partial u/\partial t=f'$. Hence

$$\sigma=-\frac{C}{c}\,\frac{\partial u}{\partial t}=-Z\,\frac{\partial u}{\partial t},\qquad Z=\frac{C}{c}=\rho c ,$$

where $C=\rho c^2$ was used. For a left-going wave $u=g(t+x/c)$ the space derivative changes sign, and $\sigma=+Z\,\partial u/\partial t$. The impedance $Z$ is the same on both sides, so any reflection comes from the bond.

### (b) The conditions at the bond

*Write the two conditions that connect the faces $x=0^-$ and $x=0^+$.*

**Solution.** Let the bond layer have mass $m$ per unit area and acceleration $a$. The right medium pulls it with $\sigma(0^+)$ and the left medium pulls it back with $\sigma(0^-)$, so $ma=\sigma(0^+)-\sigma(0^-)$. For $m=0$ and finite acceleration,

$$\sigma(0^-)=\sigma(0^+)\equiv\sigma .$$

Tension opens the bond in proportion to the stress:

$$\sigma=K\,[u(0^+)-u(0^-)] .$$

The stress is continuous, but the displacement may jump. The same law is used in compression, which requires an opening small enough for the spring to remain linear.

### (c) The reflection coefficient

*Take an incident displacement of unit amplitude, and find the reflected amplitude $R$ and the transmitted amplitude $T$.*

**Solution.** With $k=\omega/c$,

$$u=e^{i(kx-\omega t)}+R\,e^{i(-kx-\omega t)}\ (x<0),\qquad u=T\,e^{i(kx-\omega t)}\ (x>0).$$

A time derivative multiplies by $-i\omega$. By part (a), the incident wave has stress amplitude $-Z(-i\omega)=i\omega Z$ at the bond, the reflected wave $+Z(-i\omega)R=-i\omega ZR$, and the transmitted wave $i\omega ZT$. Continuity of stress gives

$$i\omega Z(1-R)=i\omega ZT\quad\Rightarrow\quad T=1-R .$$

The displacements at the faces are $1+R$ and $T$, so the spring law reads

$$K(T-1-R)=i\omega ZT .$$

Inserting $T=1-R$ on both sides leaves $-2KR=i\omega Z(1-R)$. Collecting the terms in $R$ gives $-(2K-i\omega Z)R=i\omega Z$, and therefore

$$R(\omega)=\frac{-i\omega Z}{2K-i\omega Z}=\frac{-i\Omega}{1-i\Omega},\qquad \Omega=\frac{\omega}{\omega_c},\qquad \omega_c=\frac{2K}{Z},$$

$$T(\omega)=1-R=\frac{1-i\Omega+i\Omega}{1-i\Omega}=\frac{1}{1-i\Omega}.$$

The factor 2 in $\omega_c$ arises because the bond can relax by moving either face, and each medium resists with impedance $Z$.

These are displacement coefficients; velocity has the same ones. The ratio of reflected to incident stress is $-i\omega ZR/(i\omega Z)=-R$, so a reported sign has meaning only together with the quantity it refers to.

### (d) Magnitude, phase and energy

*Find $|R|$, $|T|$ and the phase of $R$, and check the energy balance.*

**Solution.** Since $|1-i\Omega|^2=1+\Omega^2$,

$$|R|^2=\frac{\Omega^2}{1+\Omega^2},\qquad |T|^2=\frac{1}{1+\Omega^2}.$$

The mean power per area in a travelling wave of displacement amplitude $A$ is the mean of $-\sigma\,\partial u/\partial t$ for a right-going wave, which is $\tfrac12 Z\omega^2|A|^2$. The left-going wave carries the same magnitude in the opposite direction. Both media have the same $Z$, so $|R|^2+|T|^2=1$ is the statement that a lossless bond absorbs nothing.

For the phase, multiply numerator and denominator of $R$ by $1+i\Omega$:

$$R=\frac{\Omega^2-i\Omega}{1+\Omega^2}=|R|\,e^{-i\varphi},\qquad \varphi=\arctan\frac1\Omega .$$

At the bond the reflected displacement varies as $e^{-i(\omega t+\varphi)}$, so it leads the incident one by $\varphi$. At low frequency $R\approx-i\omega/\omega_c$. Because $-i\omega$ stands for a time derivative, the echo displacement is then the derivative of the incident displacement divided by $\omega_c$.

An independent solution advanced the elastic equations in time on a grid and took the spectra of a reflected and a transmitted pulse. At $\Omega=0.3$, 1 and 2.5 the complex $R$ and $T$ differed from the formulas by at most $7.2\times10^{-5}$, on the scale where the incident amplitude is 1.

### (e) Perfect bond and free surface

*Recover both limits at fixed frequency, and show that each satisfies the right boundary condition. May the limits $K\to0$ and $\omega\to0$ be exchanged?*

**Solution.** For $K\to\infty$ at fixed $\omega$, $\Omega\to0$ and

$$R\approx-\frac{i\omega Z}{2K}\to0,\qquad T\to1 .$$

The jump in displacement is $T-1-R=-2R\to0$. Displacement and stress are both continuous, and the interface has disappeared.

For $K\to0$ at fixed $\omega>0$, $\Omega\to\infty$. Dividing numerator and denominator by $-i\Omega$ gives

$$R=\frac{1}{1+i/\Omega}\approx1-\frac{2iK}{\omega Z}\to1,\qquad T\to0 .$$

The stress at the face, $i\omega Z(1-R)$, vanishes, as it must at a free surface. The face displacement is $1+R\to2$, twice that of the incident wave, and the stress coefficient is $-1$: compression returns as tension. In the time-stepped solution, a Gaussian velocity pulse of standard deviation $10^{-4}/\omega_c$ gave a peak velocity of 1.9995 times the incident peak at the grid point half a cell from the face; most of the shortfall from 2 comes from that offset.

The limits do not commute. For any fixed $K>0$, $\omega\to0$ gives $R\to0$; for $K\to0$ first, $R=1$ at every $\omega>0$. Only the ratio $\omega/K$ enters. Even a weak spring transmits a load that is applied slowly enough, whereas a missing spring never does.

### (f) What a stress step does

*Derive the equation of motion of the bond opening $\delta=u(0^+)-u(0^-)$. Find the stresses after the arrival of an incident stress step $\sigma_0$ at $t=0$.*

**Solution.** At the bond let the incident, reflected and transmitted displacements be $f(t)$, $g(t)$ and $h(t)$. Part (a) and continuity of stress give $-Zf'+Zg'=-Zh'$, so $h'=f'-g'$. Starting from rest, $h=f-g$, and

$$\delta=h-(f+g)=-2g .$$

Thus $g=-\delta/2$ and $h=f+\delta/2$. The spring law $K\delta=-Zh'$ becomes $K\delta=-Z(f'+\delta'/2)$. Multiplying by $2/Z$ and rearranging,

$$\delta'+\omega_c\delta=-2f' .$$

Now multiply by $K$. The transmitted stress is $\sigma_T=K\delta$ and the incident stress is $\sigma_I=-Zf'$, so

$$\sigma_T'+\omega_c\sigma_T=\omega_c\sigma_I ,\qquad \sigma_T(t)=\int_0^\infty\omega_c e^{-\omega_c s}\,\sigma_I(t-s)\,ds .$$

The weight is positive and integrates to 1. The transmitted stress is therefore a running average of the incident stress and cannot exceed its peak magnitude. For the step, with $\sigma_T(0)=0$,

$$\sigma_T=\sigma_0\left(1-e^{-\omega_ct}\right),\qquad \sigma_R=\sigma_T-\sigma_0=-\sigma_0e^{-\omega_ct}.$$

The second result follows because incident plus reflected stress equals transmitted stress. One experiment thus runs through both limits: the unopened bond first acts as a free surface, and after several times $1/\omega_c$ it acts as a perfect one. The velocities of the time-stepped solution agreed with this response to $4.9\times10^{-5}$ of the incident velocity step.

### (g) From the echo to the stiffness

*Express $K$ through a measured $|R|$. At which frequency is $K$ found most precisely, if the absolute error of $|R|$ is the same at all frequencies and $Z$ is known?*

**Solution.** From $|R|^2(1+\Omega^2)=\Omega^2$ we get $\Omega^2=|R|^2/(1-|R|^2)$. Since $K=\omega Z/(2\Omega)$,

$$K=\frac{\omega Z}{2}\sqrt{\frac{1}{|R|^2}-1}.$$

For the error, differentiate $|R|=\Omega(1+\Omega^2)^{-1/2}$:

$$\frac{d|R|}{d\ln\Omega}=\Omega\left[\frac{1}{(1+\Omega^2)^{1/2}}-\frac{\Omega^2}{(1+\Omega^2)^{3/2}}\right]=\frac{\Omega}{(1+\Omega^2)^{3/2}}=|R|(1-|R|^2),$$

where $1/(1+\Omega^2)=1-|R|^2$. At fixed $\omega$ and $Z$, $d\ln\Omega=-d\ln K$, so small errors obey

$$\left|\frac{\Delta K}{K}\right|=\frac{\Delta|R|}{|R|(1-|R|^2)} .$$

The denominator is largest where $1-3|R|^2=0$, that is at

$$|R|=\frac{1}{\sqrt3},\qquad \Omega^2=\frac{1/3}{2/3}=\frac12,\qquad \omega=\frac{\omega_c}{\sqrt2}.$$

Far below this frequency there is little echo to measure. Far above it the echo is nearly total whatever the value of $K$.

### (h) When is a real layer a spring?

*Replace the spring by an elastic layer of thickness $d$, modulus $M$, density $\rho_l$, speed $c_l=\sqrt{M/\rho_l}$ and impedance $Z_l=\rho_lc_l$. Find its reflection coefficient and the conditions under which the spring result returns.*

**Solution.** Let the layer occupy $0<x<d$, and refer $T$ to the exit face, where $u=T$ and $\sigma=i\omega ZT$. With $k_l=\omega/c_l$ we have $Mk_l=\omega Z_l$, and the standing field in the layer that matches these values is

$$u(x)=T\cos k_l(x-d)+\frac{i\omega ZT}{\omega Z_l}\sin k_l(x-d).$$

Write $\theta=k_ld$ and $q=Z_l/Z$. At $x=0$ the displacement must equal $1+R$, and the stress $M\,\partial u/\partial x$ must equal $i\omega Z(1-R)$:

$$1+R=T\left[\cos\theta-\frac iq\sin\theta\right],\qquad 1-R=T\left[\cos\theta-iq\sin\theta\right].$$

In the second equation the stress term $\omega Z_lT\sin\theta$ was divided by $i\omega Z$. Adding the equations gives $2/T$, subtracting them gives $2R/T$, and the quotient is

$$R_{\rm layer}=\frac{-i(1/q-q)\sin\theta}{2\cos\theta-i(1/q+q)\sin\theta}.$$

The spring appears when the layer is thin, $\theta\ll1$, and soft and light, $q\ll1$, with $\theta/q$ kept finite. This ratio is

$$\frac{\theta}{q}=\frac{\omega d}{c_l}\,\frac{Z}{\rho_lc_l}=\frac{\omega Zd}{M}=\frac{\omega Z}{K}=2\Omega,\qquad K=\frac Md ,$$

and then $R_{\rm layer}\to-2i\Omega/(2-2i\Omega)$, the result of part (c).

Two departures matter. At low frequency $\sin\theta\approx\theta$, and the layer gives

$$R_{\rm layer}\approx-\frac{i\theta}{2}\left(\frac1q-q\right)=-i\Omega(1-q^2).$$

The factor $1-q^2$ is the effect of inertia. It removes the reflection when $Z_l=Z$, although $M/d$ is still finite. Solving the layer's boundary equations numerically for a heavy layer with $q=0.5$ gave 0.7500 for the ratio to the spring value, as $1-q^2$ requires.

At $\theta=\pi$ the layer is half a wavelength thick, $\sin\theta=0$ and $R_{\rm layer}=0$: a lossless layer is transparent there. The spring formula instead approaches total reflection. For a soft, light layer the spring formula and its high-frequency free-surface limit both approximate $R$ well in the window $\omega_c\ll\omega\ll c_l/d$, whose ends differ by the factor $1/(2q)$. The free-surface limit is approached slowly, $|1-R|\approx1/\Omega$: in the example of part (i) the factor is only about 14, and in the middle of the window, at $\Omega\approx3.8$, the complex $R$ still differs from 1 by 0.25, although $|R|=0.97$. A stiffness inferred from $|R|$ there is less reliable, because $|R|$ is close to 1 and depends only weakly on $K$. Above this window the layer formula with $q\ll1$ still gives $R\approx1$ wherever $|\sin\theta|\gg q$; the echo is lost only in narrow bands around $\theta=\pi,2\pi,\dots$

### (i) A soft residue between two tungsten films

*Two tungsten films, each 500 nm thick, are joined with a 2 nm organic residue between them. Find the stiffness and corner frequency, choose the measuring frequency, and judge the neglected effects.*

**Solution.** Tungsten suits the model because it is almost elastically isotropic: grains of different orientation on the two sides still have nearly the same impedance. The example adopts the inputs $\rho=19300$ kg/m³ and $C=520$ GPa, close to the room-temperature values, so

$$Z=\sqrt{\rho C}=\sqrt{19300\times5.20\times10^{11}}=1.002\times10^{8}\ \text{Pa s/m}.$$

The residue is assigned the longitudinal modulus $M=10$ GPa (not Young's modulus, which is smaller) and $\rho_l=1200$ kg/m³, roughly as for a stiff glassy polymer. Then

$$K=\frac{10\ \text{GPa}}{2\ \text{nm}}=5.0\ \text{GPa/nm}=5.0\times10^{18}\ \text{N/m}^3,$$

$$\omega_c=\frac{2\times5.0\times10^{18}}{1.002\times10^{8}}=9.98\times10^{10}\ \text{s}^{-1},\qquad f_c=\frac{\omega_c}{2\pi}=15.9\ \text{GHz}.$$

These frequencies belong to picosecond ultrasonics, where a short laser pulse launches the strain pulse. The bond relaxes in $1/\omega_c=10$ ps, while a round trip through one film takes 193 ps. A short pulse therefore gives a separate bond echo, and each film can be treated as a half-space during it.

If the error of $|R|$ is the same at all frequencies, as in part (g), the best frequency is $15.9/\sqrt2=11.2$ GHz, where $|R|=0.577$. An error of 0.01 in $|R|$ then changes $K$ by $0.01/(0.577\times0.667)=2.6\,\%$. By the same first-order formula this error costs 16 % at 1 GHz, where $|R|=0.063$, and 41 % at 100 GHz, where $|R|=0.988$. The last figure is only a rough guide, because an error of 0.01 is no longer small compared with $1-|R|$. A laser-launched strain pulse is bipolar and weak at low frequency, so at a fixed noise level the error of $|R|$ grows there and the optimum moves up: for white noise and a pulse shaped by an absorption depth of 10 to 50 nm it lies between about 13 and 21 GHz.

The full layer shows how good the spring is. Here $q^2=(3.46/100.2)^2=1.2\times10^{-3}$. At 11.2 GHz the layer's $|R|$ is lower than the spring's by 0.0006, and $K$ inferred from it is 0.16 % too high. At 100 GHz the difference in $|R|$ is still only 0.0008, but the poor sensitivity turns it into an error of about 3 %: the inferred stiffness is 5.17 GPa/nm. At the half-wave frequency, 722 GHz, the lossless layer reflects nothing, while the spring formula gives $|R|=0.9998$. This transparency is easily spoiled by loss: a loss tangent of 0.05 in the residue, inserted in the layer formula through a complex $M$, already gives $|R|=0.53$ there.

Real films and residues also break the assumption of no loss. If the residue has a loss tangent $\eta$, then $K$ becomes $K(1-i\eta)$ in part (c), and

$$|R|=\frac{\Omega}{\sqrt{1+(\Omega+\eta)^2}} .$$

For an assumed $\eta=0.05$ at 11.2 GHz, $|R|$ falls by 0.014, the bond absorbs 4.5 % of the incident energy, and the lossless formula overestimates $K$ by 3.6 %. Loss in the tungsten can matter more, because the pulse crosses the film twice. An assumed loss tangent of 0.01 leaves 93 % of the echo amplitude after the round trip; if this is not corrected, $K$ comes out 10 % too high. This is the largest of the effects sized here, and it arises on the path to the bond. Its size rests on the assumed loss: with a tungsten loss tangent below about 0.0035 it would be smaller than the effect of the residue's loss. Unless the loss in the film is known to be small, a measurement therefore needs a reference echo or a measured attenuation. The second echo is in general not a clean reference here: with films of equal thickness it arrives together with the echo from the back surface of the second film.

The remaining effects, also at 11.2 GHz, are smaller:

- Heating by 10 K, with an assumed softening of the residue of 0.3 % per kelvin, lowers $K$ by 3 %. This is a real change of the bond, not an error of the formula.
- An incident strain of $3\times10^{-5}$ strains the residue by at most $3\times10^{-5}\times520/10=0.16\,\%$, by the averaging result of part (f). If the modulus changes by ten times the strain, an assumed factor, the stiffness changes by at most 1.6 %, falling in tension and rising in compression. This is the momentary change at peak strain, not the shift of the $K$ inferred from a whole pulse.
- The rounded elastic constants make tungsten isotropic. Shifting $C_{44}$ by 5 GPa, with a [100] grain facing a [111] grain, moves the inferred $K$ by 0.3 %.
- For a sound spot of 5 µm radius the diffraction length is 170 µm, far longer than the 1 µm echo path, so the plane-wave assumption is sound.

The value $K=M/d$ assumes that the residue adheres perfectly to both films. Compliant contacts of stiffness $K_1$ and $K_2$ act in series with it, $1/K=d/M+1/K_1+1/K_2$; two contacts of 100 GPa/nm each would lower $K$ from 5.0 to 4.5 GPa/nm. The impedance of the films must also be known: by part (g) the inferred $K$ is proportional to $Z$, so if both deposited films have an impedance 5 % below the bulk value used here, $K$ comes out about 5 % too high; if only one of them does, the impedances no longer match and the error is about 2.5 %.

The model also assumes a uniform residue. With patches of direct metal contact or gaps, the echo would give only an effective stiffness for the whole spot, which for patches much wider than the acoustic wavelength also changes with the measuring frequency, and $M/d$ could no longer be read from it without knowing the size and arrangement of the patches. The numerical output below gives the remaining values.

## Computed results

```
largest lattice error in R and T: 7.2e-05
largest lattice error in step response: 4.9e-05
free limit, face velocity / incident: 1.9995
layer-spring difference in R at corner, 2 nm: 1.21e-03
same for 0.2 nm at equal K: 1.21e-04
heavy-layer test, R layer / R spring: 0.7500
W density (rough): 19300 kg/m3
W C11, C12, C44 (rough): 520, 200, 160 GPa
W anisotropy ratio 2C44/(C11-C12): 1.000
W longitudinal speed: 5191 m/s
W impedance Z: 100.2 MPa s/m
residue modulus, density, thickness (assumed): 10 GPa, 1200 kg/m3, 2 nm
residue impedance: 3.46 MPa s/m
(Z_l/Z)^2: 1.20e-03
spring stiffness K: 5.00 GPa/nm = 5.00e+18 N/m3
corner angular frequency: 9.982e+10 rad/s
corner frequency: 15.89 GHz
relaxation time 1/w_c: 10.02 ps
film thickness (chosen): 500 nm
echo round trip 2h/c: 192.7 ps
f/GHz, f/f_c, |R|, lead/deg, |T|, |R| layer, inferred K/(GPa/nm):
    1.00  0.063 0.0628  86.4 0.9980 0.0627 5.006
   11.23  0.707 0.5774  54.7 0.8165 0.5767 5.008
   15.89  1.000 0.7071  45.0 0.7071 0.7064 5.010
   50.00  3.147 0.9530  17.6 0.3028 0.9522 5.046
  100.00  6.294 0.9876   9.0 0.1569 0.9868 5.168
K error for 0.01 error in |R| at 1.00 GHz: 16.0 %
K error for 0.01 error in |R| at 11.23 GHz: 2.6 %
K error for 0.01 error in |R| at 100.00 GHz: 41.1 %
half-wave frequency of residue: 722 GHz
|R| there, lossless layer and spring: 0.0000, 0.9998
neglected effects at 11.23 GHz: change of |R|, of K:
  residue inertia and finite thickness: -0.0006, +0.16 %
  residue loss tangent 0.05 (assumed): -0.0136, +3.59 %
  [100]/[111] grains, C44 off by 5 GPa: +0.0012, -0.32 %
  W loss tangent 0.01 (assumed), at interface: +0.0014, -0.36 %
  same W loss on echo path, uncorrected: -0.0379, +10.37 %
  heating 10 K, softening 0.3 %/K (assumed): +0.0117, -3.00 %
  nonlinearity 10 x residue strain (assumed): +0.0061, -1.56 %
energy absorbed in lossy residue: 4.50 %
echo amplitude kept on path in lossy W: 0.9343
incident strain (assumed): 3.0e-05
largest residue strain: 0.156 %
acoustic wavelength in W: 462 nm
diffraction length for 5 um spot radius: 170 um
```
